# Sheet and contact resistance from transistors of several channel lengths: test program

```python
"""
Result under test: at equal mid-channel overdrive U = VG - VT - VD/2 and small
drain bias VD, transistors of several lengths L obey
    VD/I = R_C + R_sh*L/W,
    R_C = (2/W)*sqrt(R_sh*r_c)*coth(d/L_T),   L_T = sqrt(r_c/R_sh).
W width, d contact overlap, r_c specific contact resistance (ohm m^2),
R_sh sheet resistance, R_C resistance of both contacts, L_T transfer length.
Currents come from a finite-volume solution of the whole nonlinear device:
the sheet runs under both contacts and its conductance follows the local
potential. The extraction formulas must recover the inputs of that solution.
All quantities are SI inside the program; voltages are magnitudes.
"""
import numpy as np
from scipy.constants import e, k, epsilon_0, hbar, m_e
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# Round model parameters, typical in size of small-molecule transistors
mobility = 1e-4
thickness = 100e-9
permittivity = 3.9
W = 1000e-6
overlap0 = 10e-6
r_c = 0.2e-4
U0 = 20.0
VD0 = 0.05
T = 300.0
lengths = np.array([10, 20, 40, 60, 80, 100]) * 1e-6
thresholds = np.array([1.0, 1.4, 1.8, 2.2, 2.6, 3.0])
C = epsilon_0 * permittivity / thickness
vt = k * T / e


def solve_device(L, U, VD, overlap=overlap0, gamma=0.0):
    """Return current and the current injected by each source-contact cell."""
    nc, nch = 300, 100
    h = np.r_[np.full(nc, overlap / nc), np.full(nch, L / nch),
              np.full(nc, overlap / nc)]
    metal = np.r_[np.full(nc, -VD / 2), np.zeros(nch), np.full(nc, VD / 2)]
    contact = np.r_[np.ones(nc), np.zeros(nch), np.ones(nc)]
    leak = contact * W * h / r_c
    distance = (h[1:] + h[:-1]) / 2
    V = np.linspace(-VD / 2, VD / 2, len(h))
    for _ in range(20):
        local = U - (V[1:] + V[:-1]) / 2
        sheet = mobility * C * local * (local / U0) ** gamma
        g = W * sheet / distance
        matrix = np.zeros((3, len(h)))
        matrix[0, 1:] = -g
        matrix[2, :-1] = -g
        matrix[1] = leak
        matrix[1, :-1] += g
        matrix[1, 1:] += g
        V_new = solve_banded((1, 1), matrix, leak * metal)
        change = np.max(np.abs(V_new - V))
        V = V_new
    assert change < 1e-8 * abs(VD)
    injected = leak[:nc] * (V[:nc] + VD / 2)
    return injected.sum(), injected


def resistances(U, VD, gamma=0.0, dL=0.0):
    U = np.broadcast_to(U, lengths.shape)
    return np.array([VD / solve_device(L + dL, u, VD, gamma=gamma)[0]
                     for L, u in zip(lengths, U)])


def extract(R):
    slope, intercept = np.polyfit(lengths, R, 1)
    return slope * W, intercept


def contact_formula(Rs, d):
    LT = np.sqrt(r_c / Rs)
    return 2 * np.sqrt(Rs * r_c) / np.tanh(d / LT) / W


def transfer_length(Rs, RC):
    L0 = RC * W / Rs
    return brentq(lambda x: x / np.tanh(overlap0 / x) - L0 / 2, 1e-9, L0)


Rs_input = 1 / (mobility * C * U0)
LT_input = np.sqrt(r_c / Rs_input)

# Contact law, from very short to long overlap
for d in np.array([0.5, 2, 5, 10, 30]) * 1e-6:
    current, _ = solve_device(20e-6, U0, 1e-3, overlap=d)
    numerical_RC = 1e-3 / current - Rs_input * 20e-6 / W
    assert abs(numerical_RC / contact_formula(Rs_input, d) - 1) < 2e-3
    if d < 1e-6:
        assert abs(numerical_RC / (2 * r_c / (W * d)) - 1) < 0.01

# Main extraction
R = resistances(U0, VD0)
Rs, RC = extract(R)
LT = transfer_length(Rs, RC)
rc_found = Rs * LT**2
L0 = RC * W / Rs
mu_found = 1 / (Rs * C * U0)
assert abs(Rs / Rs_input - 1) < 1e-4
assert abs(RC / contact_formula(Rs_input, overlap0) - 1) < 1e-3
assert abs(rc_found / r_c - 1) < 3e-3
assert np.max(np.abs(R - RC - Rs * lengths / W) / R) < 1e-4

# Injection near the channel edge
_, injected = solve_device(lengths[0], U0, VD0)
boundaries = np.linspace(0, overlap0, len(injected) + 1)
cumulative = np.r_[0, np.cumsum(injected[::-1])] / injected.sum()
edge_fraction = np.interp(LT_input, boundaries, cumulative)
edge_formula = 1 - np.sinh((overlap0 - LT_input) / LT_input) / np.sinh(
    overlap0 / LT_input)
assert abs(edge_fraction - edge_formula) < 1e-3

# Bias: no linear error at fixed U, known linear error at fixed VG - VT
for bias in (0.5, 2.0):
    assert np.max(np.abs(resistances(U0, bias) / R - 1)) < (bias / U0) ** 2
Rs_fixed_source, _ = extract(resistances(U0 - 1.0, 2.0))
bias_ratio = Rs_fixed_source / Rs
assert abs(bias_ratio - 1 / (1 - 2.0 / (2 * U0))) < 2e-3

# Overdrive dependence of sheet and contact resistance
table = []
for U in (10.0, 20.0, 30.0):
    rs, rc = extract(resistances(U, VD0))
    table.append((U, rs, rc, transfer_length(rs, rc)))
assert abs(table[0][1] / table[2][1] - 3) < 1e-3
assert abs(table[0][2] / table[2][2] / np.sqrt(3) - 1) < 0.03  # finite overlap

# Density-dependent mobility: line survives, differential mobility changes
gamma = 0.5
rs_g, rc_g = extract(resistances(U0, VD0, gamma))
assert abs(rs_g / Rs_input - 1) < 1e-3
assert abs(rc_g / contact_formula(Rs_input, overlap0) - 1) < 2e-3
sheet_low = 1 / extract(resistances(19.0, VD0, gamma))[0]
sheet_high = 1 / extract(resistances(21.0, VD0, gamma))[0]
mu_differential = (sheet_high - sheet_low) / (2 * C)
assert abs(mu_differential / mobility - (1 + gamma)) < 2e-3

# Apparent mobility when the contacts are ignored
mu_apparent = lengths / (W * C * U0 * R)
assert np.allclose(mu_apparent, mobility * lengths / (lengths + L0), rtol=1e-3)

# Common gate voltage with length-dependent thresholds
weights = 1 / len(lengths) - lengths.mean() * (lengths - lengths.mean()) / np.sum(
    (lengths - lengths.mean()) ** 2)
dU = thresholds.mean() - thresholds
Rs_common, RC_common = extract(resistances(U0 + dU, VD0))
channel_R = Rs_input * lengths / W
small_shift = extract(resistances(U0 + 0.1 * dU, VD0))[1] - RC
predicted = np.sum(weights * -(channel_R + RC / 2) * 0.1 * dU / U0)
assert abs(small_shift / predicted - 1) < 0.03  # second-order remainder
assert RC_common < 0.85 * RC

# Length offset
dL = 0.5e-6
shift_dL = extract(resistances(U0, VD0, dL=dL))[1] - RC
assert abs(shift_dL / (Rs_input * dL / W) - 1) < 1e-2

# Random mobility spread, sampled through the actual fit
spread = 0.03
rng = np.random.default_rng(4)
factors = 1 + spread * rng.standard_normal((len(lengths), 20000))
samples = RC + channel_R[:, None] / factors
sigma_sample = np.polyfit(lengths, samples, 1)[1].std()
sigma_RC = np.sqrt(np.sum((weights * spread * channel_R) ** 2))
assert abs(sigma_sample / sigma_RC - 1) < 0.03  # sampling and second order


# Barrier contacts: reverse-biased source diode and forward-biased drain diode
def diode_drop(j):
    source = brentq(lambda x: 1 - np.exp(-x) - j, 0, 50)
    drain = brentq(lambda x: np.exp(x) - 1 - j, 0, 50)
    return vt * (source + drain)


for j in (0.1, 0.5, 0.9):
    assert abs(diode_drop(j) / (2 * vt * np.arctanh(j)) - 1) < 1e-8


def barrier_intercept(VD):
    saturation = 2 * vt / RC
    result = []
    for Rch in channel_R:
        j = brentq(lambda x: x * saturation * Rch + 2 * vt * np.arctanh(x) - VD,
                   0, 1 - 1e-14)
        result.append(VD / (j * saturation))
    return extract(np.array(result))[1]


barrier_small = barrier_intercept(VD0)
barrier_large = barrier_intercept(0.2)
assert abs(barrier_intercept(1e-3) / RC - 1) < 1e-3
assert barrier_large > barrier_small > RC

# Sizes of other neglected effects
VG = thresholds + U0 + VD0 / 2
gate_field = VG.max() / thickness
barrier = 2.0 * e
tunnel_exponent = 4 * np.sqrt(2 * m_e) * barrier**1.5 / (
    3 * hbar * e * gate_field)
density = C * U0 / e
site_area = 0.5e-18
activation = 0.1
power_density = VD0**2 / R[0] / (W * lengths[0])
contact_drop = VD0 * RC / (2 * R[0])

print(f"Mobility input: {mobility*1e4:.2f} cm2/Vs")
print(f"Dielectric: {thickness*1e9:.0f} nm, relative permittivity {permittivity}")
print(f"Gate capacitance: {C*1e5:.2f} nF/cm2")
print(f"Width {W*1e6:.0f} um, overlap {overlap0*1e6:.0f} um")
print(f"Specific contact resistance input: {r_c*1e4:.3f} ohm cm2")
print(f"Mid-channel overdrive {U0:.1f} V, drain bias {VD0:.3f} V")
print(f"Temperature {T:.0f} K, thermal voltage {vt*1e3:.2f} mV")
print("L (um), VT (V), VG (V), I (uA), R (kohm), apparent mobility (cm2/Vs)")
for L, threshold, gate, res, mu in zip(lengths, thresholds, VG, R, mu_apparent):
    print(f"{L*1e6:.0f}, {threshold:.1f}, {gate:.3f}, {VD0/res*1e6:.4f}, "
          f"{res/1e3:.3f}, {mu*1e4:.3f}")
print(f"Line slope: {Rs/W*1e-9:.4f} kohm/um")
print(f"Extracted sheet resistance: {Rs/1e6:.4f} Mohm/square")
print(f"Extracted total contact resistance: {RC/1e3:.3f} kohm")
print(f"Width-normalised total contact resistance: {RC*W*100:.1f} ohm cm")
print(f"Length-axis intercept magnitude L0: {L0*1e6:.3f} um")
print(f"Extracted transfer length: {LT*1e6:.3f} um")
print(f"Extracted specific contact resistance: {rc_found*1e4:.4f} ohm cm2")
print(f"Extracted mobility: {mu_found*1e4:.4f} cm2/Vs")
print(f"Current injected within one transfer length: {edge_fraction*100:.1f} %")
print("U (V), R_sh (Mohm/square), R_C (kohm), L_T (um)")
for U, rs, rc, lt in table:
    print(f"{U:.0f}, {rs/1e6:.4f}, {rc/1e3:.3f}, {lt*1e6:.3f}")
print(f"Common-VG fit: mean overdrive {np.mean(U0+dU):.1f} V")
print(f"Common-VG sheet resistance: {Rs_common/1e6:.4f} Mohm/square")
print(f"Common-VG contact resistance: {RC_common/1e3:.3f} kohm")
print(f"Common-VG contact error: {(RC_common/RC-1)*100:.1f} %")
print(f"Sheet ratio, VD=2 V at VG-VT=20 V: {bias_ratio:.4f}")
print(f"Differential/true mobility for gamma={gamma}: "
      f"{mu_differential/mobility:.3f}")
print(f"R_C shift for {dL*1e6:.1f} um length offset: {shift_dL/1e3:.3f} kohm")
print(f"R_C standard error for {spread*100:.0f} % mobility spread: "
      f"{sigma_RC/1e3:.3f} kohm")
print(f"Drop at one contact, shortest device: {contact_drop*1e3:.2f} mV")
print(f"Barrier-contact fit, VD=0.05 V: {barrier_small/1e3:.3f} kohm")
print(f"Barrier-contact fit, VD=0.20 V: {barrier_large/1e3:.3f} kohm")
print(f"Largest gate field: {gate_field*1e-8:.2f} MV/cm")
print(f"Tunnel exponent (2 eV barrier, free mass): {tunnel_exponent:.0f}")
print(f"Carrier density: {density*1e-4:.2e} cm^-2")
print(f"Site filling at 0.5 nm2 per site: {density*site_area*100:.1f} %")
print(f"Largest mean lateral field: {VD0/lengths[0]/100:.0f} V/cm")
print(f"Heating in shortest channel, upper bound: {power_density*0.1:.2f} mW/cm2")
print(f"Mobility change at 0.1 eV activation: "
      f"{activation/(vt*T)*100:.2f} %/K")
print("OK")
```

Output:

```
Mobility input: 1.00 cm2/Vs
Dielectric: 100 nm, relative permittivity 3.9
Gate capacitance: 34.53 nF/cm2
Width 1000 um, overlap 10 um
Specific contact resistance input: 0.200 ohm cm2
Mid-channel overdrive 20.0 V, drain bias 0.050 V
Temperature 300 K, thermal voltage 25.85 mV
L (um), VT (V), VG (V), I (uA), R (kohm), apparent mobility (cm2/Vs)
10, 1.0, 21.025, 1.9730, 25.342, 0.571
20, 1.4, 21.425, 1.2556, 39.822, 0.727
40, 1.8, 21.825, 0.7269, 68.781, 0.842
60, 2.2, 22.225, 0.5116, 97.740, 0.889
80, 2.6, 22.625, 0.3946, 126.699, 0.914
100, 3.0, 23.025, 0.3212, 155.658, 0.930
Line slope: 1.4480 kohm/um
Extracted sheet resistance: 1.4480 Mohm/square
Extracted total contact resistance: 10.862 kohm
Width-normalised total contact resistance: 1086.2 ohm cm
Length-axis intercept magnitude L0: 7.502 um
Extracted transfer length: 3.717 um
Extracted specific contact resistance: 0.2000 ohm cm2
Extracted mobility: 1.0000 cm2/Vs
Current injected within one transfer length: 64.3 %
U (V), R_sh (Mohm/square), R_C (kohm), L_T (um)
10, 2.8959, 15.236, 2.628
20, 1.4480, 10.862, 3.717
30, 0.9653, 9.008, 4.552
Common-VG fit: mean overdrive 20.0 V
Common-VG sheet resistance: 1.5421 Mohm/square
Common-VG contact resistance: 7.663 kohm
Common-VG contact error: -29.4 %
Sheet ratio, VD=2 V at VG-VT=20 V: 1.0526
Differential/true mobility for gamma=0.5: 1.500
R_C shift for 0.5 um length offset: 0.724 kohm
R_C standard error for 3 % mobility spread: 1.288 kohm
Drop at one contact, shortest device: 10.72 mV
Barrier-contact fit, VD=0.05 V: 11.338 kohm
Barrier-contact fit, VD=0.20 V: 23.225 kohm
Largest gate field: 2.30 MV/cm
Tunnel exponent (2 eV barrier, free mass): 84
Carrier density: 4.31e+12 cm^-2
Site filling at 0.5 nm2 per site: 2.2 %
Largest mean lateral field: 50 V/cm
Heating in shortest channel, upper bound: 0.99 mW/cm2
Mobility change at 0.1 eV activation: 1.29 %/K
OK
```
